**Same Friedel sum, different residual resistivity**

The Friedel sum Z = (2/π) Σ(2l+1)δ_l fixes the charge screened by an impurity, while the residual resistivity is proportional to S = Σ(l+1) sin²(δ_l − δ_{l+1}), where δ_l are the phase shifts at the Fermi level. The program asserts that S agrees with direct angular integration and that the resistivity formula agrees with a discretized Boltzmann collision operator. It also asserts that phase shifts of Gaussian wells match level counts from diagonalization in a large sphere, for the channels compared. An s-wave shift of π alone screens two electrons and gives S = 0 to rounding, although the model well that has this shift still scatters through its p wave. For Z = 1 shared by s and p waves with no negative shift, S runs from 0.264 to 1, or 1.00 to 3.80 µΩ cm at 1 at.% in a copper-like free-electron host. Admitting d waves lowers the floor to 0.26 µΩ cm. Three wells of different range, all tuned to Z = 1, give S = 0.984, 0.562 and 0.068.

## Numerical verification

```python
# Result under test: the Friedel sum Z = (2/pi) sum (2l+1) delta_l does not fix
# the residual resistivity rho = 4 pi hbar c S / (z e^2 kF), where
# S = sum (l+1) sin^2(delta_l - delta_(l+1)).
# For Z = 1 shared by s and p waves (no negative shift) S runs from 0.264 to 1.
# delta_l: phase shift at the Fermi level; kF: Fermi wavenumber;
# c: impurity fraction; z: host electrons per atom (here 1).
# Model wells use kF = 1 and u'' = [l(l+1)/r^2 - depth*exp(-r^2/width^2) - k^2] u.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize
from scipy.special import spherical_jn, spherical_yn

pi = np.pi
nodes, weights = np.polynomial.legendre.leggauss(40)


def amplitude(shifts, cosine):
    """kF times the scattering amplitude."""
    shifts = np.asarray(shifts, float)
    l = np.arange(len(shifts))
    coefficients = (2*l + 1)*np.exp(1j*shifts)*np.sin(shifts)
    return np.polynomial.legendre.legval(cosine, coefficients)


def strength_by_angle(shifts):
    """kF^2 sigma_tr / (4 pi) from the angular integral."""
    return 0.5*np.sum(weights*abs(amplitude(shifts, nodes))**2*(1 - nodes))


def strength(shifts):
    padded = np.append(np.asarray(shifts, float), 0.0)
    l = np.arange(len(shifts))
    return np.sum((l + 1)*np.sin(padded[:-1] - padded[1:])**2)


def friedel(shifts):
    return 2/pi*np.sum((2*np.arange(len(shifts)) + 1)*np.asarray(shifts))


# Transport cross-section: angular integral against the phase-shift sum
rng = np.random.default_rng(4)
for count in (1, 2, 3, 5, 8):
    trial = rng.uniform(-pi, pi, count)
    assert abs(strength_by_angle(trial) - strength(trial)) < 1e-10
assert strength_by_angle([pi]) < 1e-25


# Phase shifts of Gaussian wells by outward Numerov integration
def phase_shifts(width, depths, lmax=10):
    h = width/100
    l = np.arange(lmax + 1)
    depth = depths[:, None]

    def curvature(r):
        return l*(l + 1)/r**2 - depth*np.exp(-(r/width)**2) - 1

    def series(r):
        return (r/(5*h))**(l + 1)*(1 - (depth + 1)*r**2/(4*l + 6))

    old, now = series(5*h), series(6*h)
    w_old, w_now = curvature(5*h), curvature(6*h)
    for n in range(7, 801):
        w_new = curvature(n*h)
        new = (2*now*(1 + 5*h*h*w_now/12) - old*(1 - h*h*w_old/12))
        new = new/(1 - h*h*w_new/12)
        old, now, w_old, w_now = now, new, w_now, w_new
        if n == 600:
            inner = now.copy()
    ra, rb = 600*h, 800*h
    ja, jb = ra*spherical_jn(l, ra), rb*spherical_jn(l, rb)
    ya, yb = ra*spherical_yn(l, ra), rb*spherical_yn(l, rb)
    tangent = (inner*jb - now*ja)/(inner*yb - now*ya)
    return np.unwrap(np.arctan(tangent), axis=0, period=pi)


# Level count below the Fermi level in a large sphere, by diagonalization
def level_index(l, depth, width):
    h, radius = 0.004, 40.0
    r = h*np.arange(1, round(radius/h))
    diagonal = 2/h**2 + l*(l + 1)/r**2 - depth*np.exp(-(r/width)**2)
    levels = eigh_tridiagonal(diagonal, -np.ones(len(r) - 1)/h**2,
                              eigvals_only=True, select='v',
                              select_range=(-depth - 1, 2.25))
    index = np.arange(1, len(levels) + 1)
    keep = levels > 0.2
    at_fermi = CubicSpline(np.sqrt(levels[keep]), index[keep])(1.0)
    return float(at_fermi), int(np.sum(levels < 0))


def check_count(shifts, depth, width, lmax):
    extra, bound = [], []
    for l in range(lmax + 1):
        with_well, n_bound = level_index(l, depth, width)
        without, _ = level_index(l, 0.0, width)
        extra.append(with_well - without)
        bound.append(n_bound)
        assert abs(extra[-1] - shifts[l]/pi) < 3e-3, (l, extra[-1], shifts[l]/pi)
    return extra, bound


# A well whose s shift is pi at the Fermi level
depths = np.linspace(0, 100, 2001)
curve = CubicSpline(depths, phase_shifts(0.5, depths))
pi_depth = brentq(lambda d: curve(d)[0] - pi, 1, 99)
pi_shifts = curve(pi_depth)
pi_extra, pi_bound = check_count(pi_shifts, pi_depth, 0.5, 1)

# Three wells with the same Friedel sum, one
l_all = np.arange(11)
wells = []
for width in (0.5, 1.0, 2.0):
    depths = np.linspace(0, 6/width**2, 601)
    curve = CubicSpline(depths, phase_shifts(width, depths))
    depth = brentq(lambda d: np.sum((2*l_all + 1)*curve(d)) - pi/2,
                   0, depths[-1])
    shifts = curve(depth)
    wells.append((width, depth, shifts, strength_by_angle(shifts)))
check_count(wells[1][2], wells[1][1], 1.0, 2)
assert wells[0][3] > 5*wells[2][3]

# Range for Z = 1 in s and p: stationary condition against a direct scan
best_p = brentq(lambda x: np.sin(2*x) - 2*np.sin(8*x), 0.3, 0.39)
best = [pi/2 - 3*best_p, best_p]
floor_sp = np.cos(4*best_p)**2 + 2*np.sin(best_p)**2
scan = [strength_by_angle([pi/2 - 3*x, x]) for x in np.linspace(0, pi/6, 601)]
assert abs(min(scan) - floor_sp) < 2e-5
assert abs(max(scan) - 1) < 1e-10 and int(np.argmax(scan)) == 0
wide = [strength_by_angle([pi/2 - 3*x, x]) for x in np.linspace(0, pi, 2001)]
assert abs(min(wide) - floor_sp) < 2e-5 and abs(max(wide) - 3) < 1e-10


# Floor when d waves share the screening too
def spd(p):
    d0 = pi/2 - 3*p[0] - 5*p[1]
    return (np.sin(d0 - p[0])**2 + 2*np.sin(p[0] - p[1])**2
            + 3*np.sin(p[1])**2)


def small_shift_floor(channels):
    return (pi/2)**2/(channels*(channels + 1)/2)**2


step = pi/2/36
found = minimize(spd, [5*step, 3*step], tol=1e-12)
floor_spd = found.fun
spd_shifts = [pi/2 - 3*found.x[0] - 5*found.x[1], *found.x]
mesh = np.meshgrid(np.linspace(0, pi, 601), np.linspace(0, pi, 601))
mesh_min = np.min(spd(mesh))
assert floor_spd <= mesh_min + 1e-9 and mesh_min < floor_spd + 0.01
assert min(spd_shifts) > 0
for exact, channels in ((floor_sp, 2), (floor_spd, 3)):
    assert exact <= small_shift_floor(channels) < 1.05*exact

# Copper-like host, SI inside, micro-ohm cm outside
density, fraction = 8.5e28, 0.01
kf = (3*pi**2*density)**(1/3)
unit_rho = 4*pi*const.hbar*fraction/(const.e**2*kf)*1e8


# Resistivity from a discretized collision operator on the Fermi sphere
def boltzmann_rho(shifts):
    mu, w = np.polynomial.legendre.leggauss(16)
    phi = 2*pi*np.arange(32)/32
    s = np.sqrt(1 - mu**2)
    cosine = (mu[:, None, None]*mu[None, :, None]
              + s[:, None, None]*s[None, :, None]*np.cos(phi))
    section = np.sum(abs(amplitude(shifts, cosine))**2, axis=2)*2*pi/32/kf**2
    speed = const.hbar*kf/const.m_e
    rate = fraction*density*speed*section*w[None, :]
    operator = np.diag(rate.sum(axis=1)) - rate
    scale = np.max(rate.sum(axis=1))
    response = np.linalg.lstsq(operator/scale, mu, rcond=1e-11)[0]/scale
    sigma = 3*density*const.e**2/const.m_e*0.5*np.sum(w*mu*response)
    return 1e8/sigma


for shifts in (best, [pi/2, 0.0], [0.0, pi/6], spd_shifts):
    assert abs(boltzmann_rho(shifts)/(unit_rho*strength(shifts)) - 1) < 1e-7

# Sizes of neglected effects; inputs marked rough are typical values
rough_alloy = 0.3
dilation = 0.2
z_eff = 1 - dilation
total = pi*z_eff/2
dilated = [strength([total - 3*x, x]) for x in np.linspace(0, total/3, 4001)]
debye, rho_room = 340.0, 1.7


def bloch(temperature):
    integral = quad(lambda x: x**5*np.exp(-x)/(-np.expm1(-x))**2,
                    0, debye/temperature, points=[5.0] if temperature < 60 else None,
                    limit=200)[0]
    return (temperature/debye)**5*integral


phonon_cold = rho_room*bloch(4.0)/bloch(300.0)
path = kf**2/(4*pi*fraction*density)
neck = 0.2
neck_part = 8*(1 - np.sqrt(1 - neck**2))/2
assert unit_rho*floor_sp > 2*rough_alloy

print("MODEL WELL WITH s SHIFT PI (range 0.5/kF)")
print(f"depth / Fermi energy: {pi_depth:.3f}")
print(f"s, p, d shifts (rad): {pi_shifts[0]:.4f} {pi_shifts[1]:.4f} {pi_shifts[2]:.4f}")
print(f"extra s levels per spin, box count: {pi_extra[0]:.4f}")
print(f"extra p levels per spin and orientation, box: {pi_extra[1]:.4f}")
print(f"bound levels in s, p radial equations: {pi_bound[0]} {pi_bound[1]}")
print(f"charge screened by s channel alone: {friedel(pi_shifts[:1]):.4f}")
print(f"S of s channel alone: {strength_by_angle(pi_shifts[:1]):.1e}")
print(f"charge screened by all channels: {friedel(pi_shifts):.3f}")
print(f"S of all channels: {strength_by_angle(pi_shifts):.4f}")
print("THREE WELLS, ALL WITH FRIEDEL SUM 1")
for width, depth, shifts, value in wells:
    print(f"range*kF {width:.1f}, depth/EF {depth:.4f}, Z {friedel(shifts):.4f}, "
          f"S {value:.4f}, rho {unit_rho*value:.3f} uohm cm")
    print(f"   s, p, d shifts (rad): {shifts[0]:.4f} {shifts[1]:.4f} {shifts[2]:.4f}")
print("COPPER-LIKE HOST")
print(f"electron density (1e22 cm^-3): {density/1e28:.2f}")
print(f"impurity content (at.%): {100*fraction:.1f}")
print(f"Fermi wavenumber (nm^-1): {kf/1e9:.3f}")
print(f"rho for S = 1 (uohm cm): {unit_rho:.3f}")
print("VALENCE DIFFERENCE 1 IN s AND p")
for share in (0, 0.25, 0.5, 0.75, 1):
    d1 = pi*share/6
    pair = [pi/2 - 3*d1, d1]
    value = strength_by_angle(pair)
    print(f"p share {share:.2f}: shifts {pair[0]:.4f} {pair[1]:.4f} rad, "
          f"S {value:.4f}, rho {unit_rho*value:.3f} uohm cm")
print(f"minimum: s, p shifts (rad): {best[0]:.4f} {best[1]:.4f}")
print(f"minimum: p share of charge: {6*best_p/pi:.4f}")
print(f"minimum: S {floor_sp:.4f}, rho {unit_rho*floor_sp:.3f} uohm cm")
print(f"maximum/minimum, no negative shift: {1/floor_sp:.3f}")
print(f"any signs: largest S {max(wide):.4f}, rho {unit_rho*max(wide):.2f} uohm cm")
print("FLOOR WITH d WAVES")
print(f"s, p, d shifts (rad): {spd_shifts[0]:.4f} {spd_shifts[1]:.4f} {spd_shifts[2]:.4f}")
print(f"S {floor_spd:.4f}, rho {unit_rho*floor_spd:.3f} uohm cm")
print(f"small-shift estimates of S, 2 and 3 channels: "
      f"{small_shift_floor(2):.4f} {small_shift_floor(3):.4f}")
print("NEGLECTED EFFECTS")
print(f"rough measured size, Cu-Zn at 1 at.% (uohm cm): {rough_alloy:.1f}")
print(f"assumed dilation per impurity (atomic volumes, rough): {dilation:.1f}")
print(f"effective Z {z_eff:.1f}: s-p range {unit_rho*min(dilated):.3f} to "
      f"{unit_rho*max(dilated):.3f} uohm cm")
print(f"Debye temperature, rough input (K): {debye:.0f}")
print(f"phonon part at 300 K, rough input (uohm cm): {rho_room:.1f}")
print(f"phonon part at 4 K, Bloch-Grueneisen (uohm cm): {phonon_cold:.1e}")
print(f"mean free path at S = 1 (nm): {path*1e9:.2f}")
print(f"1/(kF * mean free path) at S = 1: {1/(kf*path):.4f}")
print(f"neck radius / kF, rough input: {neck:.1f}")
print(f"part of Fermi sphere taken by 8 necks: {neck_part:.3f}")
print("every check passed")
```

Running it gives:

```
MODEL WELL WITH s SHIFT PI (range 0.5/kF)
depth / Fermi energy: 57.712
s, p, d shifts (rad): 3.1416 2.9492 0.0046
extra s levels per spin, box count: 1.0000
extra p levels per spin and orientation, box: 0.9388
bound levels in s, p radial equations: 1 1
charge screened by s channel alone: 2.0000
S of s channel alone: 3.2e-31
charge screened by all channels: 7.648
S of all channels: 0.1132
THREE WELLS, ALL WITH FRIEDEL SUM 1
range*kF 0.5, depth/EF 12.3168, Z 1.0000, S 0.9840, rho 3.735 uohm cm
   s, p, d shifts (rad): 1.4688 0.0329 0.0007
range*kF 1.0, depth/EF 2.8403, Z 1.0000, S 0.5616, rho 2.131 uohm cm
   s, p, d shifts (rad): 0.9699 0.1743 0.0142
range*kF 2.0, depth/EF 0.4266, Z 1.0000, S 0.0679, rho 0.258 uohm cm
   s, p, d shifts (rad): 0.3558 0.2135 0.0772
COPPER-LIKE HOST
electron density (1e22 cm^-3): 8.50
impurity content (at.%): 1.0
Fermi wavenumber (nm^-1): 13.602
rho for S = 1 (uohm cm): 3.795
VALENCE DIFFERENCE 1 IN s AND p
p share 0.00: shifts 1.5708 0.0000 rad, S 1.0000, rho 3.795 uohm cm
p share 0.25: shifts 1.1781 0.1309 rad, S 0.7841, rho 2.976 uohm cm
p share 0.50: shifts 0.7854 0.2618 rad, S 0.3840, rho 1.457 uohm cm
p share 0.75: shifts 0.3927 0.3927 rad, S 0.2929, rho 1.112 uohm cm
p share 1.00: shifts 0.0000 0.5236 rad, S 0.7500, rho 2.847 uohm cm
minimum: s, p shifts (rad): 0.5162 0.3515
minimum: p share of charge: 0.6714
minimum: S 0.2640, rho 1.002 uohm cm
maximum/minimum, no negative shift: 3.788
any signs: largest S 3.0000, rho 11.39 uohm cm
FLOOR WITH d WAVES
s, p, d shifts (rad): 0.2612 0.2180 0.1311
S 0.0682, rho 0.259 uohm cm
small-shift estimates of S, 2 and 3 channels: 0.2742 0.0685
NEGLECTED EFFECTS
rough measured size, Cu-Zn at 1 at.% (uohm cm): 0.3
assumed dilation per impurity (atomic volumes, rough): 0.2
effective Z 0.8: s-p range 0.650 to 3.433 uohm cm
Debye temperature, rough input (K): 340
phonon part at 300 K, rough input (uohm cm): 1.7
phonon part at 4 K, Bloch-Grueneisen (uohm cm): 2.3e-07
mean free path at S = 1 (nm): 17.32
1/(kF * mean free path) at S = 1: 0.0042
neck radius / kF, rough input: 0.2
part of Fermi sphere taken by 8 necks: 0.081
every check passed
```
